# Davis's Compressive-Stress Law for Ion-Bombarded Films: Derivation and Limits

## A maximum produced by two competing processes

In a model of hard amorphous carbon grown under carbon ions, raising the ion energy from 100 to 200 eV increases the number of atoms implanted per ion by 41%, from 0.415 to 0.587. The compressive stress hardly changes: 5.63 GPa becomes 5.66 GPa. At 1000 eV each ion implants 1.31 atoms, yet the stress has fallen to 1.88 GPa.

The cause in this model is that an ion also heats the film and lets atoms implanted earlier relax. Implantation grows as \(E^{1/2}\) and thermal relaxation as \(E^{5/3}\), where \(E\) is the ion energy. The resulting law is

\[
\sigma=\frac{K E^{1/2}}{R/j+bE^{5/3}} .
\tag{1}
\]

Here \(\sigma\) is the magnitude of the in-plane stress, counted positive in compression. \(R\) is the net flux of atoms buried in the growing film and \(j\) is the ion flux, both per unit area and time. Energies are in eV, lengths in nm, spike times in ps and stresses in GPa.

Equation (1) is a model law. Its exponents depend on assumptions about stopping, spike shape and relaxation, which are stated below where they enter.

## Implantation per ion

Let an ion strike an atom of equal mass, at rest, through the repulsion \(V=Ar^{-s}\), with \(s>1\). The energy in the centre-of-mass frame is \(E_c=E/2\). For impact parameter \(p\), the deflection angle is

\[
\theta=\pi-2p\int_{r_{\min}}^\infty
\frac{dr}{r^2\sqrt{1-V(r)/E_c-p^2/r^2}} .
\]

Measure lengths in units of \(\ell=(A/E_c)^{1/s}\), so that \(r=\ell x\) and \(p=\ell q\). Then \(V/E_c=x^{-s}\), and the energy disappears from the integral: \(\theta\) depends on \(q\) alone.

The struck atom receives \(T=E\sin^2(\theta/2)\). The stopping cross-section, which is the transferred energy integrated over impact area, is therefore

\[
S=\int_0^\infty T\,2\pi p\,dp
=E\ell^2\int_0^\infty \sin^2\!\frac{\theta(q)}2\,2\pi q\,dq
\propto E^{1-2/s}.
\]

The square root follows for \(s=4\). A scattering calculation with this potential gives \(S(400\,\mathrm{eV})/S(100\,\mathrm{eV})=2.00000\), as it should.

Real atoms do not repel as a single power. A universal screened carbon–carbon potential gives a mean exponent of 0.39 between 20 and 200 eV, and a local exponent of 0.32 at 146 eV. The square root is thus a rough fit over a limited range. Matched at 100 eV, it is too high by a factor of about 1.8 at 1 keV.

To turn stopping into implantation, assume that one atom is implanted for every energy \(W\) lost in a layer one atomic spacing thick. With atomic density \(n_0\), the spacing is \(n_0^{-1/3}\) and the energy lost is \(n_0S\,n_0^{-1/3}\). The number implanted per ion is

\[
\eta=\frac{n_0^{2/3}S}{W}\simeq a\sqrt E .
\tag{2}
\]

For \(n_0=100\ \mathrm{nm^{-3}}\), \(W=50\) eV and the computed \(S=0.9625\ \mathrm{eV\,nm^2}\) at 100 eV,

\[
\eta=\frac{100^{2/3}\times0.9625}{50}=0.415,
\qquad a=\frac{0.4147}{\sqrt{100}}=0.0415\ \mathrm{eV^{-1/2}} .
\]

## Hops in a point thermal spike

Suppose that the ion releases heat \(Q\) at one point and one instant. Take a constant heat capacity \(3k\) per atom, a constant thermal diffusivity \(D\), an unbounded medium and a cold background. The temperature is then

\[
kT(r,t)=\frac{Q}{3n_0(4\pi Dt)^{3/2}}e^{-r^2/(4Dt)} .
\tag{3}
\]

This satisfies the heat equation, because

\[
\frac1T\frac{\partial T}{\partial t}
=-\frac{3}{2t}+\frac{r^2}{4Dt^2}
=\frac{D}{T}\nabla^2T .
\]

The Gaussian, with its prefactor \((4\pi Dt)^{-3/2}\), integrates to one over space, so \(\int 3n_0kT\,d^3r=Q\) at all later times.

An implanted atom leaves its metastable site over a barrier \(E_0\) at the Arrhenius rate \(\nu_0e^{-E_0/kT}\). If every atom in the medium were in such a site, the expected number of hops per ion would be

\[
N=n_0\nu_0\int_0^\infty dt\int d^3r\,e^{-E_0/kT(r,t)} .
\tag{4}
\]

Define the volume \(V_h=Q/(3n_0E_0)\) and the variables

\[
u=\frac{(4\pi Dt)^{3/2}}{V_h},\qquad s=\frac{r}{\sqrt{4Dt}} .
\]

From here on \(s\) is this scaled radius, not the potential exponent. Equation (3) gives \(E_0/kT=ue^{s^2}\). The time and volume elements follow from the definitions:

\[
4\pi Dt=(V_hu)^{2/3}
\;\Rightarrow\;
dt=\frac{V_h^{2/3}}{4\pi D}\,\frac23u^{-1/3}du,
\]

\[
d^3r=(4Dt)^{3/2}4\pi s^2ds
=\pi^{-3/2}V_hu\,4\pi s^2ds .
\]

Insert both into (4). The powers of \(u\) combine to \(u^{2/3}\):

\[
N=\frac{n_0\nu_0V_h^{5/3}}{4\pi D}\,\frac{2}{3\pi^{3/2}}
\int_0^\infty4\pi s^2ds\int_0^\infty u^{2/3}e^{-ue^{s^2}}du .
\]

For the inner integral put \(y=ue^{s^2}\). Then \(u^{2/3}du=e^{-5s^2/3}y^{2/3}dy\), and the result is \(\Gamma(5/3)e^{-5s^2/3}\). The remaining Gaussian integral is

\[
\int_0^\infty4\pi s^2e^{-5s^2/3}ds=\left(\frac{3\pi}{5}\right)^{3/2}.
\]

The factors \(\pi^{3/2}\) cancel. Since \(n_0V_h^{5/3}=n_0^{-2/3}3^{-5/3}(Q/E_0)^{5/3}\),

\[
N=g\left(\frac{Q}{E_0}\right)^{5/3},\qquad
g=\frac{\frac23\Gamma(5/3)(3/5)^{3/2}}{4\pi\,3^{5/3}}\,
\frac{\nu_0}{Dn_0^{2/3}} .
\tag{5}
\]

The pure number in \(g\) is 0.003567. Direct space-time quadrature of (4) at 150 eV agrees with (5) to the six decimals printed.

The exponent has a simple reading. The heated volume contributes \(Q^1\), and the time that this volume takes to cool contributes \(Q^{2/3}\).

Geometry matters. For a line spike with energy \(F\) per length, put \(A_h=F/(3n_0E_0)\) and \(4\pi Dt=A_hu\). The area element and the time element are each proportional to \(A_h\), so the hops per length vary as \(F^2\). If the track lengthens in proportion to \(E\) at fixed \(F\), the total is linear in \(E\). Five-thirds therefore belongs to the compact three-dimensional spike.

Now take \(Q=E\), which neglects energy carried away by reflected or sputtered atoms and by electrons. Then \(N=bE^{5/3}\) with \(b=gE_0^{-5/3}\). For \(D=0.5\ \mathrm{nm^2/ps}\), \(\nu_0=10\ \mathrm{ps^{-1}}\) and \(E_0=3\) eV,

\[
g=0.003567\,\frac{10}{0.5\times100^{2/3}}=0.00331,
\qquad
b=\frac{0.003311}{3^{5/3}}=5.31\times10^{-4}\ \mathrm{eV^{-5/3}} .
\]

## Balance in the active layer

Let \(f\) be the fraction of atoms in the near-surface active layer that occupy implanted, metastable sites. Assume \(f\ll1\), a fixed number \(M\) of atoms per area in the layer, and mixing strong enough to make \(f\) uniform. Of the \(N\) potential hops per ion, a fraction \(f\) involves implanted atoms, and each such hop removes one defect. Hence

\[
M\frac{df}{dt}=j\eta-fR-fjN .
\tag{6}
\]

The terms are implantation, burial in the finished film, and relaxation. A deviation from the steady state decays at the rate \((R+jN)/M\). Setting the left side to zero and dividing by \(j\) gives

\[
f=\frac{\eta}{R/j+N}
=\frac{a\sqrt E}{R/j+bE^{5/3}} .
\tag{7}
\]

Mixing is a real condition here. Without it, let \(x\) run from 0 at the surface to 1 at the bottom of the layer, with implantation and relaxation spread uniformly. Fresh material enters without defects, so

\[
R\frac{df}{dx}=j\eta-jNf,\quad f(0)=0
\;\Rightarrow\;
f(1)=\frac{\eta}{N}\left(1-e^{-Nj/R}\right).
\tag{8}
\]

Equations (7) and (8) share the limits \(\eta j/R\) for weak relaxation and \(\eta/N\) for strong relaxation. They differ in between. At the energy of maximum stress found below, the unmixed layer buries a fraction 0.0815 against 0.0701 from (7), which is 16% more. The maximum of (8) itself lies higher, at 192 eV and 6.95 GPa.

## From defect fraction to stress

Let each implanted atom add \(\beta\) atomic volumes. The free volumetric strain is \(\beta f\), and for isotropic expansion the free linear strain is \(e=\beta f/3\). A thick, rigid substrate holds the total in-plane strain at zero, so the elastic in-plane strain must be \(-e\). The free surface makes the normal stress vanish. For an isotropic film with Young's modulus \(Y\) and Poisson's ratio \(\nu\), Hooke's law reads

\[
-e=\frac{\sigma_{xx}-\nu\sigma_{yy}}{Y}
=\frac{1-\nu}{Y}\sigma_{xx},
\]

where \(\sigma_{xx}=\sigma_{yy}\) by symmetry. The compressive magnitude is \(\sigma=-\sigma_{xx}\), and so

\[
\sigma=\frac{Y\beta}{3(1-\nu)}f,\qquad
K=\frac{Y\beta a}{3(1-\nu)} .
\tag{9}
\]

With (7) this is the law (1). For \(Y=200\) GPa, \(\nu=0.2\) and \(\beta=1\), the biaxial modulus \(Y/(1-\nu)\) is 250 GPa and

\[
K=\frac{250}{3}\times0.04147=3.46\ \mathrm{GPa\,eV^{-1/2}} .
\]

## Maximum, limits and a reduced form

Write \(\rho=R/j\) and hold \(\rho\), \(K\) and \(b\) fixed. The logarithmic derivative of (1) vanishes when

\[
\frac{1}{2E}=\frac{5}{3}\,\frac{bE^{2/3}}{\rho+bE^{5/3}} .
\]

Multiplying by \(2E(\rho+N)\), with \(N=bE^{5/3}\), gives \(\rho+N=\tfrac{10}{3}N\). At the maximum, therefore,

\[
N_*=\frac{3\rho}{7},\qquad
E_*=\left(\frac{3\rho}{7b}\right)^{3/5},\qquad
\sigma_*=\frac{7K\sqrt{E_*}}{10\rho} .
\tag{10}
\]

This is the single maximum: the derivative is positive for smaller \(N\) and negative for larger \(N\).

In the example \(\rho=5\). Then \(N_*=2.14\) and

\[
E_*=\left(\frac{2.1429}{5.306\times10^{-4}}\right)^{3/5}=146\ \mathrm{eV},
\qquad
f_*=\frac{7\times0.5007}{10\times5}=0.0701,
\]

\[
\sigma_*=\frac{250}{3}\times0.0701=5.84\ \mathrm{GPa}=58.4\ \mathrm{kbar}.
\]

The free linear strain is 2.3%, so linear elasticity and the dilute limit are usable but not beyond question.

The nearly equal stresses in the opening numbers can now be explained: the two energies lie on either side of the maximum. Between 100 and 200 eV the numerator of (7) grows by a factor 1.414. The denominator grows from \(5+1.143\) to \(5+3.629\), a factor 1.405. The two almost cancel.

For \(bE^{5/3}\ll\rho\), burial removes most defects and \(\sigma\simeq KE^{1/2}/\rho\). This limit ignores the displacement threshold of a real solid. If only energy transfers above 25 eV are counted in the screened stopping, again matched at 100 eV, the stress vanishes at 20 eV, is 3.3 instead of 4.6 GPa at 50 eV, and peaks at roughly 160 eV and 6.1 GPa. For \(bE^{5/3}\gg\rho\), relaxation dominates and \(\sigma\simeq(K/b)E^{-7/6}\), independent of the flux ratio. The example has not fully reached this limit at 1 keV. Doubling the energy from 500 to 1000 eV multiplies the stress by 0.53, whereas the pure power would give 0.45.

At fixed \(K\) and \(b\), (10) also gives \(E_*\propto\rho^{3/5}\) and \(\sigma_*\propto\rho^{-7/10}\). More ions per deposited atom move the maximum to lower energy and raise it.

For implementation it is convenient to eliminate \(K\) and \(b\) in favour of the position and height of the maximum:

\[
\frac{\sigma}{\sigma_*}=\frac{10\sqrt{x}}{7+3x^{5/3}},\qquad x=\frac{E}{E_*},
\tag{11}
\]

\[
b=\frac{3\rho}{7E_*^{5/3}},\qquad
K=\frac{10\rho\,\sigma_*}{7\sqrt{E_*}} .
\]

A stress–energy curve at known \(\rho\) determines \(K\) and \(b\). It cannot separate \(\nu_0\), \(D\) and \(E_0\), which enter \(b\) in the combination \(\nu_0/(DE_0^{5/3})\) at fixed density.

## Molecular ions

Fluorocarbon plasmas deliver molecular ions, for which (1) needs a change. Suppose that an ion breaks up on impact. Its fragments keep a common speed, so fragment \(i\) of mass \(m_i\) carries \(E_i=Em_i/\sum_k m_k\). If their spikes do not overlap, the contributions add:

\[
f=\frac{\sum_i a_i\sqrt{E_i}}{R/j+b\sum_iE_i^{5/3}} .
\tag{12}
\]

Each \(a_i\) must be found for its own element. For \(m\) identical fragments the relaxation term is \(m(E/m)^{5/3}b=m^{-2/3}bE^{5/3}\), weaker than for one spike of the same total energy. If the spikes merge into one point source, the full \(bE^{5/3}\) returns. Fragments that deposit their heat a bond length apart, about 0.15 nm, are much closer than the spike size \(V_h^{1/3}\approx0.5\) nm at 146 eV, so the merged form is then the better approximation. The separate sums in the denominator of (12) require fragments that move well apart before they release their heat. The carbon parameters used here should not be carried over to a soft fluorocarbon film, whose modulus, barriers and relaxation paths may all differ.

## Where the spike model strains

The derivation counts hops, but a defect can relax only once. At the centre of the spike \(E_0/kT=u\) and \(t=t_1u^{2/3}\), where \(4\pi Dt_1=V_h^{2/3}\). The expected number of hops of the central atom is

\[
h_0=\nu_0t_1\,\frac23\int_0^\infty u^{-1/3}e^{-u}du
=\Gamma(5/3)\,\nu_0t_1 .
\tag{13}
\]

At 146 eV, \(t_1=0.047\) ps and \(h_0=0.43\). If \(h(r)\) is the expected number of hops of an atom at radius \(r\), and hops are independent events, the chance of at least one is \(1-e^{-h(r)}\). Using this in place of \(h(r)\) multiplies the count by 0.906 and lowers the local exponent from 1.667 to 1.603. At higher energy the saturated core grows, and the exponent drifts towards that of a volume, which is one.

Equation (13) exposes a deeper difficulty. Neglecting repeated hops requires \(h_0\ll1\), hence \(\nu_0t_1\ll1\). Nearly all the hops then fall within about one vibration, where an Arrhenius rate is itself doubtful, as is a local temperature that obeys the heat equation. The example has \(\nu_0t_1=0.47\). The coefficient \(b\) is best treated as an effective parameter, not as a measurement of \(E_0\).

Of the changes to the spike sized here, giving the source a finite radius alters the hop count most. Let the heat start instead as a Gaussian \(e^{-r^2/w^2}\) with \(w=0.3\) nm. At 146 eV the hop count falls to 0.317 of its point-source value, and, with \(w\) held fixed as the energy changes, the local exponent rises to about 2.8. The blurred spike lacks the hottest early stage, and a weaker ion starts from a lower temperature. Even so, the initial central value is

\[
kT=\frac{146}{3\times100\times\pi^{3/2}\times0.3^3}\approx3.2\ \mathrm{eV},
\]

so a constant solid-like heat capacity is an extrapolation.

Each change below is made with all other settings fixed, and the maximum is then located again:

- Screened stopping in place of \(\sqrt E\), with the two matched at 100 eV: 109 eV and 5.64 GPa.
- At most one relaxation per atom: 161 eV and 6.03 GPa.
- Initial spike radius 0.3 nm: 179 eV and 7.48 GPa.
- These three together: 146 eV and 6.94 GPa.

The combined peak energy returns to the simple value because the shifts cancel for these parameters. The stress remains 19% above the simple result, so the agreement in energy does not validate the model. The radius is an arbitrary choice and the result is sensitive to it. With \(w=0.2\) and 0.4 nm the radius alone gives maxima at 150 eV, 6.4 GPa and 236 eV, 9.0 GPa, and the three changes together give 121 and 195 eV.

Two further effects concern the surroundings of the spike. A background at 350 K, with its own steady hopping subtracted, raises the count by 4.7%. A spike at a thermally insulating surface has twice the temperature in half the volume, so its count is \(\tfrac12N(2Q)=2^{2/3}N=1.59N\). If every spike began there, (10) would lower \(E_*\) by the factor \(2^{-2/5}\), to about 110 eV.

Overlap of successive spikes is negligible. Growth at 0.5 nm/s with \(\rho=5\) needs 10 ions per nm² per second, and the estimate \(jV_h^{2/3}t_1\) is \(1.4\times10^{-13}\).

## Use for real carbon films

The parameters are rough round values for amorphous carbon grown from partly ionised carbon vapour; 100 atoms per nm³ is 2.0 g/cm³, at the low end for hard films. Stresses of several GPa and a maximum near a hundred eV are of the right order for such films, but the stress agrees only for this low density and modulus. With \(n_0=150\ \mathrm{nm^{-3}}\) (3.0 g/cm³), \(Y=700\) GPa and all else unchanged, the model gives 29 GPa at 171 eV, which is unrealistically high. The implied thermal conductivity, 2.1 W/(m K), is plausible for a disordered carbon. The values of \(W\), \(\beta\) and \(E_0\) are much less certain, so the absolute stress is an estimate. Real ions deposit heat over a finite region; the 0.3 nm radius alone raises the peak stress by 28%. At 100 eV a carbon ion loses \(n_0S\approx96\) eV/nm, and less as it slows, so its path exceeds 1 nm, twice the spike size \(V_h^{1/3}=0.48\) nm. At 1 keV the path exceeds 3 nm, against a spike size of 1.0 nm. The point source therefore overstates relaxation, increasingly so at high energy, and the steep fall in stress towards 1 keV is a property of the model rather than a prediction for real films. For heat spread along a track the line result gives hops proportional to \(\int F^2dx=\int F\,dE\) with \(F=n_0S\), an exponent near 1.3 to 1.4. A source that grows with energy thus lowers the exponent below five-thirds, opposite to the fixed radius above. A nearly fully ionised beam has \(\rho\approx1\). With \(K\) and \(b\) unchanged, (10) would then put the maximum near 56 eV with \(f\approx0.22\), which is no longer dilute, and the linear law should not be trusted there.

The stress also limits thickness. The elastic energy per volume of a clamped film is \(\sigma^2(1-\nu)/Y\), here \(5.842^2/250=0.137\) GPa, or \(1.37\times10^8\ \mathrm{J/m^3}\). For a rough adhesion energy of 5 J/m², the stored energy equals the adhesion energy at a thickness of 37 nm. Above this, complete detachment is energetically allowed if all the elastic energy is released; whether it happens depends on flaws and on the path of the crack. Operating away from \(E_*\) lowers the stress in this model, but the choice of side must also respect the film density and bonding required, which (1) does not predict.

The full set of values is in the numerical output below.

## Numbers as computed

```
atom density 100 nm^-3; diffusivity 0.5 nm^2/ps
attempt frequency 10 ps^-1; barrier 3.0 eV
R/j 5.0; implantation cost W 50 eV
Young 200 GPa; Poisson 0.2; beta 1.0
implied thermal conductivity 2.07 W/(m K)
quartic repulsion: S(400 eV)/S(100 eV) = 2.00000
C-C stopping at 100 eV: 0.9625 eV nm^2
mean C-C stopping exponent, 20-200 eV: 0.391
C-C stopping exponent at Davis peak: 0.324
implantation coefficient a: 0.04147 eV^-1/2
pure number in g: 0.003567
hop coefficient g: 0.003311
b: 5.3062e-04 eV^-5/3
spike quadrature/formula at 150 eV: 1.000000
point-spike exponent by quadrature: 1.66667
line-spike exponent by quadrature: 2.00000
biaxial modulus 250.0 GPa; K 3.4560 GPa eV^-1/2
E (eV) | implanted/ion | hops/ion | fraction | stress (GPa)
20 | 0.1855 | 0.0782 | 0.03652 | 3.044
50 | 0.2933 | 0.3601 | 0.05471 | 4.559
100 | 0.4147 | 1.1432 | 0.06751 | 5.626
200 | 0.5865 | 3.6294 | 0.06797 | 5.664
500 | 0.9273 | 16.7135 | 0.04271 | 3.559
1000 | 1.3115 | 53.0620 | 0.02259 | 1.882
peak energy: formula 145.79 eV, numerical 145.79 eV
peak: implanted/ion 0.5007, hops/ion 2.1429
peak defect fraction 0.07010
peak free linear strain 0.02337
peak compressive stress 5.842 GPa = 58.42 kbar
Neglected effects, at the Davis peak energy unless a new peak is given
spike time t1 0.0473 ps; nu0*t1 0.473
hops of central atom h0 0.427
one relaxation per atom: hops x 0.906, exponent 1.603
initial radius 0.3 nm: hops x 0.317, exponent 2.825
background 350 K: hops x 1.0470
spike at insulating surface: hops x 1.5874
no mixing: fraction 0.08145, ratio to Davis 1.1618
new peak, screened stopping: 109.2 eV, 5.637 GPa
new peak, one relaxation per atom: 160.9 eV, 6.027 GPa
new peak, initial spike radius: 178.6 eV, 7.475 GPa
new peak, these three together: 145.6 eV, 6.939 GPa
growth 0.5 nm/s: ion flux 10.0 nm^-2 s^-1
spike overlap probability 1.41e-13
adhesion 5.0 J/m^2: critical thickness 36.6 nm
```
